\section*{Band widths and gaps of one-dimensional step and delta potentials}

\section{Widths}

\textbf{Q.} I calculate the bands of an electron in a one-dimensional periodic potential. The higher the band, the wider it is. What in the potential does this?

\textbf{A.} For a weak potential, or for bands lying well above the potential, very little of it comes from the potential. (The lowest bands of a strong potential are different: their widths are set by tunnelling through the barriers.) Take one electron of mass $m$, no interactions, and a lattice of period $a$. By Bloch's theorem each state can be labelled by a wave number $k$ with $|k|\le\pi/a$. Now let the potential go to zero. The energy is $\hbar^2q^2/2m$, where $q$ is the true wave number, and band $n$ ($n=1,2,\dots$) is the part of this parabola with $(n-1)\pi/a\le|q|\le n\pi/a$. With
\begin{equation}
E_1=\frac{\hbar^2}{2m}\left(\frac{\pi}{a}\right)^2
\end{equation}
its width is
\begin{equation}
n^2E_1-(n-1)^2E_1=(2n-1)E_1 .
\end{equation}
Every band gets the same interval of wave number, but the parabola steepens. A faster electron gains more energy for the same increase of $q$.

\textbf{Q.} Then what does the potential change?

\textbf{A.} Apart from shifting all levels by its mean value, mainly the places where the slices meet. Write
\begin{equation}
V(x)=\sum_j V_j e^{2\pi ijx/a},\qquad
V_j=\frac1a\int_{\rm cell}V(x)e^{-2\pi ijx/a}\,dx ,
\end{equation}
and call the mean $\bar V$ (the $j=0$ term). The potential couples two plane waves if their wave numbers differ by $2\pi j/a$, with strength $V_j$. The waves $e^{\pm in\pi x/a}$ have the same kinetic energy $n^2E_1$ and differ by $2\pi n/a$, so $V_n$ couples them. If these two waves alone are kept, their amplitudes $c_\pm$ obey
\begin{align}
(E-n^2E_1-\bar V)c_+&=V_nc_-,\\
(E-n^2E_1-\bar V)c_-&=V_n^*c_+ .
\end{align}
Here $V_{-n}=V_n^*$ because $V$ is real. Multiplying the first equation by $(E-n^2E_1-\bar V)$ and using the second gives $(E-n^2E_1-\bar V)^2=|V_n|^2$. Hence
\begin{equation}
E=n^2E_1+\bar V\pm|V_n|,\qquad G_n\approx2|V_n| ,
\label{gap}
\end{equation}
where $G_n$ is the gap between bands $n$ and $n+1$.

For a potential even about $x=0$ the two states are $\cos(n\pi x/a)$ and $\sin(n\pi x/a)$. Their normalized densities in a cell are $[1\pm\cos(2\pi nx/a)]/a$, so their mean potential energies are $\bar V\pm V_n$. To first order, the gap measures how differently the two standing waves sample the potential.

For $n\ge2$, band $n$ runs from the top of gap $n-1$ to the bottom of gap $n$:
\begin{align}
W_n&\approx\left[n^2E_1+\bar V-\tfrac12G_n\right]
-\left[(n-1)^2E_1+\bar V+\tfrac12G_{n-1}\right]\nonumber\\
&=(2n-1)E_1-\tfrac12(G_{n-1}+G_n).
\label{width}
\end{align}
The gaps take a little from each band, and the linear growth remains if the gaps stay bounded.

\textbf{Q.} You kept two plane waves out of infinitely many. Why is that allowed?

\textbf{A.} Because the others are far away in energy when $n$ is large. Number the waves so that wave $j$ has wave number $(2j-n)\pi/a$. The degenerate pair is then $j=0$ and $j=n$. Any other wave lies at a distance
\begin{equation}
n^2E_1-(2j-n)^2E_1=4E_1\,j(n-j)
\end{equation}
from the pair. To first order in the potential its amplitude is
\begin{equation}
c_j=\frac{V_jc_0+V_{j-n}c_n}{4E_1j(n-j)} .
\end{equation}
Put this into the equation for $c_n$:
\begin{align}
(E-n^2E_1-\bar V)c_n&=V_nc_0+\sum_{j\ne0,n}V_{n-j}c_j
=(V_n+S_n)c_0+D_nc_n,\\
S_n&=\sum_{j\ne0,n}\frac{V_jV_{n-j}}{4E_1j(n-j)},\qquad
D_n=\sum_{j\ne0,n}\frac{|V_{n-j}|^2}{4E_1j(n-j)} .
\label{second}
\end{align}
The equation for $c_0$ has the same $D_n$, as the relabelling $j\to n-j$ shows. So $D_n$ moves both edges together, and to second order the gap is $2|V_n+S_n|$.

Suppose $|V_j|\le v$ for all $j\neq0$. Both sums are then at most $v^2/4E_1$ times
\begin{equation}
\sum_{j\ne0,n}\frac1{|j(n-j)|}=\frac{2H_{n-1}+2H_n}{n},\qquad H_n=\sum_{l=1}^n\frac1l .
\end{equation}
The first term comes from $0<j<n$, where $1/[j(n-j)]=[1/j+1/(n-j)]/n$. The second comes from the two outer ranges, each of which telescopes to $H_n/n$. Since $H_n$ grows as $\ln n$, these second-order corrections vanish at large $n$, at least as fast as $\ln n/n$. This bound is absolute. If $V_n$ itself decreases with $n$, one must check separately that $S_n$ and the terms of higher order are small compared with $V_n$. For steps, $S_n$ is derived below and falls as $1/n^2$ against an envelope $1/n$ for $V_n$; the numerical gaps given there include all orders. The lowest bands of a strong potential have no such protection, and Eqs.~(\ref{gap}) and (\ref{width}) can fail there.

\section{Steps}

\textbf{Q.} My potential consists of rectangular barriers. How do its gaps depend on $n$?

\textbf{A.} Let the barriers have height $U$ and width $b=\beta a$, with one centred at $x=0$ and zero potential between them. Then
\begin{align}
V_n&=\frac Ua\int_{-b/2}^{b/2}e^{-iKx}dx
=\frac{2U}{aK}\sin\frac{Kb}{2},\qquad K=\frac{2\pi n}{a},\nonumber\\
&=\frac{U\sin(\pi n\beta)}{\pi n},
\end{align}
and Eq.~(\ref{gap}) gives
\begin{equation}
G_n\approx\frac{2U}{\pi n}\,|\sin(\pi n\beta)| .
\label{stepgap}
\end{equation}
The envelope falls as $1/n$, but the individual gaps need not fall in order.

The power of $n$ comes from the jumps. Integrating by parts on each flat piece leaves the end points alone, and a jump $\Delta_s$ at $x_s$ contributes $\Delta_se^{-iKx_s}/(iKa)$ to $V_n$. Inside a flat region the rapid oscillation averages out. What survives is the contribution of the discontinuities, with one factor $1/K$.

Take $a=0.5$~nm, $U=1$~eV and $\beta=1/2$. With $\hbar^2/2m=0.0381$~eV\,nm$^2$,
\begin{equation}
E_1=0.0381\,(\pi/0.5)^2~{\rm eV}=1.504~{\rm eV}.
\end{equation}
Equation~(\ref{stepgap}) gives $G_1\approx2/\pi=0.637$~eV and $G_3\approx2/(3\pi)=0.212$~eV.

The gaps can also be found without perturbation theory. At a band edge $\psi(x+a)=(-1)^n\psi(x)$, and the solutions can be chosen even or odd about the barrier centre. An even solution then has $\psi(a/2)=(-1)^n\psi(a/2)$ and $\psi'(a/2)=-(-1)^n\psi'(a/2)$. Hence $\psi(a/2)=0$ for odd $n$ and $\psi'(a/2)=0$ for even $n$. For an odd solution the two conditions are exchanged. I joined the elementary solutions at the barrier edge and solved these conditions for $E$ by numerical root finding. The result is $G_1=0.636$~eV and $G_3=0.211$~eV.

\textbf{Q.} With $\beta=1/2$ your formula says that every even gap is zero. Do those bands really touch?

\textbf{A.} Not in this example. The numerical solution gives $G_2=0.0414$~eV. When $n\beta$ is an integer, the contributions of the two barrier edges to $V_n$ cancel, and the gap is left to $S_n$.

The sum can be done in closed form. Define $F_j=V_j/j$ for $j\ne0$ and $F_0=0$. Then $4E_1S_n=\sum_jF_jF_{n-j}$, which is the $n$th Fourier component of $F(x)^2$. Differentiating the series of $F$ gives $F'=(2\pi i/a)(V-\bar V)$. So $F=if$, with $f$ real, of zero mean, and
\begin{equation}
f'=\frac{2\pi}{a}(V-\bar V),\qquad 4E_1S_n=-(f^2)_n .
\end{equation}
Since $\bar V=\beta U$, $f$ is an odd triangular wave. Its slope is $2\pi U(1-\beta)/a$ in the barrier and $-2\pi U\beta/a$ outside. Its value at $x=b/2$ is
\begin{equation}
f_0=\frac{2\pi U(1-\beta)}{a}\,\frac{\beta a}{2}=\pi U\beta(1-\beta).
\end{equation}
Now integrate $f^2e^{-iKx}$ by parts twice. The function $f^2$ is continuous, but its derivative $2ff'$ jumps. At $x=b/2$ the jump is $2f_0(-2\pi U/a)$. At $x=-b/2$ it is $2(-f_0)(2\pi U/a)$, the same value. Within each piece the second derivative is $2f'^2$, so
\begin{equation}
(f^2)_n=-\frac1{aK^2}\left[-\frac{8\pi Uf_0}{a}\cos(\pi n\beta)
+\int_{\rm cell}2f'^2e^{-iKx}dx\right].
\end{equation}
In the barrier $2f'^2$ exceeds its value outside by $2(2\pi U/a)^2[(1-\beta)^2-\beta^2]=(8\pi^2U^2/a^2)(1-2\beta)$. A constant integrates to zero over the cell, so the integral is this excess times $2\sin(\pi n\beta)/K$. Inserting $K=2\pi n/a$ and $f_0$,
\begin{align}
(f^2)_n&=\frac{2U^2}{n^2}\left[\beta(1-\beta)\cos(\pi n\beta)
-\frac{(1-2\beta)\sin(\pi n\beta)}{\pi n}\right],\\
S_n&=-\frac{U^2}{2E_1n^2}\left[\beta(1-\beta)\cos(\pi n\beta)
-\frac{(1-2\beta)\sin(\pi n\beta)}{\pi n}\right].
\label{S}
\end{align}
For integer $n\beta$ the sine vanishes and the cosine is $\pm1$. The gap to second order is therefore
\begin{equation}
G_n\approx2|S_n|=\frac{U^2\beta(1-\beta)}{E_1n^2}\qquad(n\beta\ \hbox{integer}).
\label{missing}
\end{equation}
For $n=2$ this is $0.25/(1.504\times4)=0.0416$~eV, close to the numerical $0.0414$~eV. For odd $n$ and $\beta=1/2$ both terms of Eq.~(\ref{S}) vanish, so the first correction to those gaps is beyond second order.

\section{Deltas}

\textbf{Q.} Suppose I squeeze each barrier into a delta function. Do the gaps still decay?

\textbf{A.} No. For $V(x)=g\sum_j\delta(x-ja)$ with $g>0$, one delta lies in each cell, and the integral for $V_n$ picks the value of the exponential at that point:
\begin{equation}
V_n=\frac ga\quad\hbox{for every }n,\qquad G_n\approx\frac{2g}{a}.
\end{equation}
The sine wave has a node on every delta, however short its wavelength. The density of the cosine wave has a maximum there. The difference in sampling never averages out.

To compare with the steps, choose the same area per cell, $g=Ub=0.25$~eV\,nm. The predicted gap is $2\times0.25/0.5=1$~eV. Table~\ref{tab} lists the gaps and widths found from the band-edge conditions.

\begin{table}[h]
\centering
\begin{tabular}{rrrrr}
\hline
 & \multicolumn{2}{c}{steps (eV)} & \multicolumn{2}{c}{deltas (eV)}\\
$n$ & $G_n$ & $W_n$ & $G_n$ & $W_n$\\
\hline
1 & 0.636 & 1.21 & 0.852 & 1.12\\
2 & 0.041 & 4.19 & 0.946 & 3.66\\
3 & 0.211 & 7.39 & 0.974 & 6.57\\
4 & 0.010 & 10.42 & 0.985 & 9.56\\
7 & 0.091 & 19.51 & 0.995 & 18.56\\
8 & 0.003 & 22.51 & 0.996 & 21.57\\
\hline
\end{tabular}
\caption{Gaps above band $n$ and widths of band $n$ for $a=0.5$~nm, $U=1$~eV, $\beta=1/2$ and $g=Ub$.}
\label{tab}
\end{table}

\textbf{Q.} The delta gaps in the table are not constant. They rise towards 1~eV. Why?

\textbf{A.} The constant is the limit at large $n$, and the approach to it can be derived from the two edge states. The function $\sin(n\pi x/a)$ vanishes on every delta, so it solves the full problem with energy exactly $n^2E_1$. The other edge state is even about a delta. Integrating the Schr\"odinger equation across $x=0$ gives $\psi'(0^+)-\psi'(0^-)=(2mg/\hbar^2)\psi(0)$. For an even function this becomes
\begin{equation}
\psi'(0^+)=\frac{mg}{\hbar^2}\psi(0).
\end{equation}
For even $n$, $\psi'(a/2)=0$ and $\psi=\cos[q(x-a/2)]$ for $0<x<a$, so $q\tan(qa/2)=mg/\hbar^2$. For odd $n$, $\psi(a/2)=0$ and $\psi=\sin[q(x-a/2)]$ for $0<x\le a/2$, so $-q\cot(qa/2)=mg/\hbar^2$. With $\theta=qa$, $\delta=\theta-n\pi$ and $P=mga/\hbar^2$, both read
\begin{equation}
\theta\tan\frac{\delta}{2}=P,\qquad
\delta=2\arctan\frac P\theta=\frac{2P}{\theta}-\frac{2P^3}{3\theta^3}+\cdots .
\end{equation}
The gap is the difference of the two energies. Since $n\pi=\theta-\delta$,
\begin{align}
G_n&=\frac{\hbar^2}{2ma^2}\left[\theta^2-(\theta-\delta)^2\right]
=\frac{\hbar^2}{2ma^2}\left(2\theta\delta-\delta^2\right)\nonumber\\
&\approx\frac{\hbar^2}{2ma^2}\left[4P-\frac{4P^3}{3\theta^2}-\frac{4P^2}{\theta^2}\right]
\approx\frac{2g}{a}\left[1-\frac{P+P^2/3}{(n\pi)^2}\right].
\end{align}
The last step uses $4P\hbar^2/(2ma^2)=2g/a$ and replaces $\theta$ by $n\pi$ in the small term. The expansion needs $P\ll n\pi$. Here $P=0.25\times0.5/(2\times0.0381)=1.64$. For $n=8$ the bracket is $1-2.54/632=0.996$, as in the table. For $n=1$ the expansion gives 0.743~eV against the true 0.852~eV, because $P/\pi$ is not small. Most of the error comes from replacing $\theta$ by $\pi$; with the true $\theta$ in the small term the result is 0.836~eV.

\section{Between the two}

\textbf{Q.} Nothing I can make is a delta function. Which behaviour should I expect of a narrow, high barrier?

\textbf{A.} Both, in different ranges of $n$. Keep $g=Ub$ fixed and rewrite Eq.~(\ref{stepgap}):
\begin{equation}
G_n\approx\frac{2g}{a}\left|\frac{\sin(\pi n\beta)}{\pi n\beta}\right| .
\end{equation}
For $n\ll a/b$ the fraction is close to one, and the barrier acts as a delta if its strength also satisfies $P\ll a/b$, so that the wave function hardly decays inside it. Once $n$ is comparable with $a/b$, the standing waves vary across the barrier and, for sharp edges, the $1/n$ envelope takes over. Real edges are smoothed over some length $s$. Once $2\pi ns/a$ is no longer small, the gaps fall faster than $1/n$. The constant range also has a lower end, since $n\pi$ must be large compared with $P$.

All this assumes the same mass everywhere. In semiconductor layers the effective mass usually jumps at the interfaces too. That jump couples the two waves through their kinetic energy, which grows as $n^2$, so the gaps need not follow the $1/n$ law. The effective-mass description itself holds only over a limited range of energy.

For $b=a/20=0.025$~nm the height is $0.25/0.025=10$~eV. No real layer is this thin; the numbers only illustrate the crossover. The first-order and numerical gaps are, in eV,
\begin{center}
\begin{tabular}{lrrrrrr}
\hline
$n$ & 1 & 2 & 5 & 10 & 20 & 50\\
\hline
$2|V_n|$ & 0.996 & 0.984 & 0.900 & 0.637 & 0 & 0.127\\
$G_n$ & 0.868 & 0.954 & 0.916 & 0.656 & 0.008 & 0.127\\
\hline
\end{tabular}
\end{center}
The two limits are $P/\pi=0.52$ and $a/b=20$, but the corrections from both ends reach well into this range. The delta gap is still 5\% below $2g/a$ at $n=2$, and the fraction has already lost 10\% at $n=5$. So there is a broad maximum near $n=3$ ($G_3=0.963$~eV) and no long plateau. At $n=20$, $n\beta=1$ and Eq.~(\ref{missing}) gives $100\times0.05\times0.95/(1.504\times400)=0.0079$~eV.

\textbf{Q.} At $n=1$ the true gap is below the first-order value, but at $n=10$ it is above. Is that numerical error?

\textbf{A.} No, it is the sign of $S_n$. At $n=1$ the bracket in Eq.~(\ref{S}) is $0.0475\cos(\pi/20)-0.9\sin(\pi/20)/\pi=0.0469-0.0448=0.0021$, which is positive, so $S_n$ opposes the positive $V_n$. It gives $2S_1=-100\times0.0021/1.504=-0.14$~eV and a second-order gap of 0.856~eV, against the numerical 0.868~eV. At $n=10$ the cosine is zero and the sine is one, so $S_n$ is positive and adds
\begin{equation}
2S_{10}=\frac{U^2(1-2\beta)}{\pi E_1n^3}
=\frac{100\times0.9}{\pi\times1.504\times1000}~{\rm eV}=0.019~{\rm eV}
\end{equation}
to the gap. This accounts for the difference between 0.637 and 0.656~eV.

\textbf{Q.} If delta gaps do not shrink, why does the spectrum of a delta comb still look more and more like that of a free electron?

\textbf{A.} Because the eye compares each gap with the band beside it. For large $n$, $W_n\approx2nE_1$, and therefore
\begin{equation}
\frac{G_n}{W_n}\to\frac{g}{aE_1}\,\frac1n\quad\hbox{(deltas)},\qquad
\frac{G_n}{W_n}\approx\frac{U|\sin(\pi n\beta)|}{\pi E_1}\,\frac1{n^2}\quad\hbox{(steps)} .
\end{equation}
The second expression is the first-order one and does not describe the missing gaps. For the delta comb, $g/(aE_1)=0.332$. At $n=40$ the numerical gap is 1.000~eV, and Eq.~(\ref{width}) gives $W_{40}\approx79\times1.504-1.0=117.8$~eV. The product $nG_n/W_n$ is then about $40/117.8\approx0.34$, and the numerical value is 0.339. It is still about 2\% above its limit because $W_n$ is smaller than $2nE_1$ by $E_1$ and one gap.
